\section*{The Shklovskii–Efros Law for Potential Fluctuations in Strongly Compensated Semiconductors, part 2}

A strongly compensated semiconductor contains donors (density \(N_D\), charge \(+e\)) and acceptors (\(N_A\), \(-e\)), placed independently and uniformly. We seek \(\gamma\), the root-mean-square deviation of the electron potential energy \(U\) from its spatial mean. All donors count as charged. The impurity density is \(N=N_D+N_A\), and \(n=N_D-N_A\ll N\) is the density of all electrons able to rearrange, including those on donors, not just those carrying current. With static permittivity \(\varepsilon\), \(Q=e^2/(4\pi\varepsilon)\) is an energy times a length; a charge \(ze\) at distance \(r\) contributes \(-Qz/r\) to \(U\).

Carriers are treated as a classical charge at zero temperature. In a periodic box of side \(L\) with cells of side \(b\), the net impurity density \(\rho\) and the carrier density \(n_c\) both have mean \(n\). Electrons collect in pockets where \(U\) has its lowest value \(\mu\), and \(w=U-\mu\) satisfies
\begin{equation}
\nabla^2w=4\pi Q(\rho-n_c),\quad w\ge0,\quad n_c\ge0,\quad wn_c=0 .
\label{eq:again}
\end{equation}
On the cells, the Laplacian is
\begin{equation}
(\nabla_b^2f)_j=\frac1{b^2}\sum_{i\ \mathrm{next\ to}\ j}(f_i-f_j).
\end{equation}

\paragraph{Lemma 1.} The net impurity number in a volume \(\Omega\) has variance \(N\Omega\). Unscreened impurities between distances \(r_0\) and \(R\) contribute to \(U\) the variance
\begin{equation}
\sigma^2(r_0,R)=4\pi Q^2N(R-r_0).
\label{eq:bare}
\end{equation}

\paragraph{Theorem.} With
\begin{equation}
R_s=\frac{N^{1/3}}{n^{2/3}},\quad
\gamma_1=\frac{QN^{2/3}}{n^{1/3}},\quad
\gamma=\gamma_1F\!\left(\frac b{R_s},\frac L{R_s}\right),
\end{equation}
the law \(\gamma=C\gamma_1\) follows if \(F\) has a finite, nonzero limit \(C\) for small cells and a large box. Here \(R_s\) is the length set by carrier supply, and \(\gamma_1=Q(NR_s)^{1/2}\).

In one dimension the same scaling gives \(w\propto N^2n^{-3}\), which was tested on long chains; those results are listed at the end.

\subsection{Why fine structure has limited influence}

Let \(V\) be the periodic potential energy produced by the impurities and a uniform carrier density \(n\), so that \(\nabla_b^2V=4\pi Q(\rho-n)\). Define \(H=V-w\).

\paragraph{Lemma 3.} Among all functions \(G\) on the cells with \(G\le V\) and \(\nabla_b^2G\ge-4\pi Qn\), the function \(H\) is the greatest. If \(V\) is changed by at most \(\delta\) at every cell, then \(H\) changes by at most \(\delta\), and \(w\) by at most \(2\delta\).

\paragraph{Proof.} First, \(H\) belongs to this class. It satisfies \(H\le V\) because \(w\ge0\), and
\begin{align}
\nabla_b^2H&=4\pi Q(\rho-n)-4\pi Q(\rho-n_c)\\
&=4\pi Q(n_c-n)\ge-4\pi Qn .
\end{align}
Let \(G\) be any other member and let \(D=G-H\). Where \(w=0\), \(H=V\), so \(D=G-V\le0\). Where \(w>0\), there are no carriers, so \(\nabla_b^2H=-4\pi Qn\) and \(\nabla_b^2D\ge0\). At such a cell \(D\) is no greater than the average over its neighbours. Suppose that the maximum of \(D\) were positive. It would have to lie at a cell with \(w>0\), and all neighbours of that cell would have to share the maximum. Repeating the argument from neighbour to neighbour leads to a cell with \(w=0\), which exists because there are carriers. There \(D\le0\), a contradiction. Hence \(G\le H\).

Now let \(V_1\) and \(V_2\) differ by at most \(\delta\). The function \(H_1-\delta\) has the same Laplacian as \(H_1\) and satisfies \(H_1-\delta\le V_1-\delta\le V_2\). It belongs to the class for \(V_2\), so \(H_1-\delta\le H_2\). Exchanging the labels gives \(H_2-\delta\le H_1\), and therefore \(|H_1-H_2|\le\delta\). Since \(w=V-H\), its change is at most \(2\delta\). This completes the proof.

In a test on a grid of 24 cells per side, random changes of \(V\) up to 0.1000 changed \(H\) by at most 0.0998, within the bound.

Charges nearer than \(b\) contribute a root-mean-square energy of order \(Q(Nb)^{1/2}\). Relative to \(\gamma_1=Q(NR_s)^{1/2}\) this is \((b/R_s)^{1/2}\). At the impurity spacing, \(b=N^{-1/3}\), it becomes
\begin{equation}
\left(\frac{N^{-1/3}}{N^{1/3}n^{-2/3}}\right)^{1/2}
=\left(\frac nN\right)^{1/3}.
\label{eq:grain}
\end{equation}
This is an estimate, not a bound: the lemma involves the largest change of \(V\), whereas the estimate uses a typical one. Very close to a point charge the potential is larger still, and there the binding of single electrons to single donors replaces the continuous charge of the model. The slow cube root shows how strong the compensation must be. To make the ratio 0.1, \(n/N\) must be 0.001. The factor \((4\pi)^{1/2}=3.5\) from Lemma 1, omitted in this estimate, makes the demand stricter still.

\subsection{The number \(C\)}

Equation~\eqref{eq:again} was solved on a periodic grid with 48 cells per side, in units where \(b=1\), \(N=1\) and \(4\pi Q=1\). In these units \(\gamma_1=n^{-1/3}/(4\pi)\), so \(C\) is estimated by \(4\pi n^{1/3}\) times the root-mean-square deviation of \(w\). Two noise samples gave the following averages.
\begin{equation}
\begin{array}{cccc}
n & R_s & \text{rms deviation of }w & \text{estimate of }C\\
0.1000&4.64&0.228&1.33\\
0.0500&7.37&0.292&1.35\\
0.0250&11.70&0.368&1.35\\
0.0125&18.57&0.452&1.32
\end{array}
\end{equation}
A straight-line fit of the logarithms gives \(\gamma\propto n^{-0.330}\) at fixed \(N\), close to the predicted \(-1/3\). The closeness should not be overvalued. The box is 10 times \(R_s\) in the first row but 2.6 times \(R_s\) in the last, while the cell size also matters most in the first row. For this reason the test demanded agreement only within 0.15 of the exponent. The estimates of \(C\) show no steady trend, and \(C\approx1.3\) is adopted for this model. Two noise samples do not provide a reliable error for it, and the table changes cell and box together. Enlarging the box alone from \(2.5R_s\) to \(8R_s\) raises the estimate by about 0.05, so no digit beyond 1.3 is established.

The grid also shows where screening acts. For \(n=0.05\), the mean square net charge of blocks was compared with \(N\) times the block volume, its value for unscreened impurities. The ratio was 0.75 for blocks of side 2 and 0.15 for blocks of side 16, with \(R_s=7.4\) between them. Carriers leave much of the small-scale charge in place and suppress the charge of large regions.

\subsection{Where linear screening takes over}

\paragraph{Lemma 4.} For nondegenerate carriers at temperature \(T\), linear screening of random impurities gives an amplitude \(\sigma_D\) with
\begin{equation}
\frac{\sigma_D}{kT}=\pi^{1/4}\left(\frac{\gamma_1}{kT}\right)^{3/4}.
\label{eq:criterion}
\end{equation}

\paragraph{Proof.} Let \(u\) be the deviation of \(U\) from its mean. If \(|u|\ll kT\), the Boltzmann factor gives \(n_c=n(1-u/kT)\). Substitution in Poisson's equation yields
\begin{equation}
\nabla^2u=4\pi Q(\rho-n)+\frac{u}{\lambda^2},\qquad
\lambda^2=\frac{kT}{4\pi Qn}.
\end{equation}
Each charge \(ze\) then contributes \(-Qz\,e^{-r/\lambda}/r\). Adding the variances as for bare charges,
\begin{equation}
\sigma_D^2=4\pi Q^2N\int_0^\infty e^{-2r/\lambda}\,dr=2\pi Q^2N\lambda .
\end{equation}
Inserting \(\lambda\) and dividing by \((kT)^2\) gives
\begin{align}
\frac{\sigma_D^2}{(kT)^2}
&=\frac{2\pi}{(4\pi)^{1/2}}\,\frac{Q^{3/2}N}{n^{1/2}(kT)^{3/2}}\\
&=\pi^{1/2}\left(\frac{QN^{2/3}}{n^{1/3}kT}\right)^{3/2}.
\end{align}
The square root is Eq.~\eqref{eq:criterion}. This completes the proof.

Linear screening is thus consistent when \(\gamma_1\ll kT\), and the nonlinear law applies in the opposite regime, \(\gamma_1\gg kT\). At fixed temperature the linear result varies as \(N^{1/2}n^{-1/4}\), since \(\lambda\propto n^{-1/2}\). Heating a sample, or weakening its compensation, moves it from one law towards the other.

\subsection{Impurities that are not random}

The theorem assumes independent positions. Impurities that could move at a high temperature \(T_g\) would have lowered their energy by surrounding themselves with opposite charge, and cooling could freeze in that order.

\paragraph{Lemma 5.} If weakly coupled impurities equilibrate at \(T_g\) and are then frozen, their bare potential energy has the finite variance
\begin{equation}
\sigma_i^2=4\pi Q^2N\lambda_i,\qquad
\lambda_i^2=\frac{kT_g}{4\pi QN}.
\label{eq:frozen}
\end{equation}

\paragraph{Proof.} Let \(\rho_{\mathbf k}\) be the Fourier amplitude of the charge fluctuation in a volume \(\Omega\). Random placement alone gives it a Gaussian weight with mean square \(N\Omega\). Its Coulomb energy contributes a further Boltzmann factor, since the Fourier transform of \(Q/r\) is \(4\pi Q/k^2\). Together the weight is
\begin{equation}
\exp\left[-\frac{|\rho_{\mathbf k}|^2}{2\Omega}
\left(\frac1N+\frac{4\pi Q}{k^2kT_g}\right)\right],
\end{equation}
where \(k\) in \(kT_g\) is Boltzmann's constant and \(k^2\) is the squared wave number. This is the factor for one wave vector. Because \(\rho_{-\mathbf k}=\rho_{\mathbf k}^*\), the equal factors for \(\mathbf k\) and \(-\mathbf k\) multiply, which removes the 2 from the denominator. The mean square of the complex amplitude per unit volume is then the inverse of the bracketed sum,
\begin{equation}
S(k)=\frac{Nk^2}{k^2+\lambda_i^{-2}} .
\end{equation}
The potential energy has amplitude \(4\pi Q/k^2\) times that of the charge, so
\begin{align}
\sigma_i^2&=\int\frac{d^3k}{(2\pi)^3}\,\frac{16\pi^2Q^2}{k^4}\,S(k)\\
&=8Q^2N\int_0^\infty\frac{dk}{k^2+\lambda_i^{-2}}
=8Q^2N\,\frac{\pi\lambda_i}{2}=4\pi Q^2N\lambda_i .
\end{align}
This completes the proof.

Under the assumptions of the lemma, long-range charge fluctuations are suppressed without any help from carriers, and the \(n^{-1/3}\) growth at strong compensation disappears. The lemma uses the same permittivity at both temperatures and leaves out carriers present at \(T_g\). Their screening would weaken the ordering and leave part of the long-range fluctuations in place, so the growth could return at very small \(n\).

\subsection{A worked example}

Take \(N_D=1.000\times10^{18}\) and \(N_A=0.995\times10^{18}\) cm\(^{-3}\), relative permittivity 9.0, effective mass 0.2 electron masses and a temperature of 300 K. Then \(Q=0.1600\) eV nm. In nm\(^{-3}\), the densities are
\begin{equation}
N=1.995\times10^{-3},\qquad n=5.00\times10^{-6}.
\end{equation}
Their powers are \(N^{1/3}=0.1259\), \(N^{2/3}=0.01585\), \(n^{1/3}=0.01710\) and \(n^{2/3}=2.924\times10^{-4}\), in the corresponding units. Hence
\begin{align}
R_s&=\frac{0.1259}{2.924\times10^{-4}}\ \mathrm{nm}\approx430\ \mathrm{nm}=0.43\ \mu\mathrm m,\\
\gamma_1&=\frac{0.1600\times0.01585}{0.01710}\ \mathrm{eV}=0.148\ \mathrm{eV}.
\end{align}
With \(C\approx1.3\), the amplitude \(\gamma\) is about 0.2 eV.

The neglected effects have the following sizes.

\emph{Temperature.} At 300 K, \(kT=0.026\) eV, which is 0.17 of \(\gamma_1\). The Debye length would be 51 nm and the linear amplitude 0.128 eV, or \(4.9kT\), so linear screening is inconsistent here. The zero-temperature theory is usable because \(kT\) is well below the fluctuation amplitude; the thermal correction itself is not calculated here.

\emph{Graininess.} The energy at the impurity spacing, \(QN^{1/3}=0.020\) eV, is 0.14 of \(\gamma_1\), as Eq.~\eqref{eq:grain} predicts. With the factor \((4\pi)^{1/2}\) from Lemma 1, the charges within one spacing contribute a root-mean-square energy of 0.07 eV, over a third of \(\gamma\). Compared as variances, the ratio is roughly one eighth. The continuum result is therefore an estimate of the smooth landscape, not of the potential close to individual impurities.

\emph{Quantum energy.} Carriers that neutralize a typical well of size \(R\) have density \((N/R^3)^{1/2}\). Their Fermi energy equals the well depth \(Q(NR)^{1/2}\) at \(R=10\) nm, where both are 0.023 eV, or 0.15 of \(\gamma_1\). Such a well holds only \((NR^3)^{1/2}\approx1.4\) electrons, so the Fermi-gas figure is no more than an order of magnitude. The hydrogenic donor radius is 2.4 nm and \(N\) times its cube is 0.027, so on this scale electrons bind to single donors, with an energy of about 0.034 eV, or 0.23 of \(\gamma_1\). Structure of this size and smaller cannot be treated classically; the landscape on the scale of \(R_s\) can. Tunnelling across a distance \(R_s\) under a barrier of height \(\gamma_1\) carries an exponent of about 760 and is negligible, but neighbouring pockets lie much closer together than \(R_s\), and tunnelling between them is not bounded by this number.

\emph{Fields and gap.} The field \(\gamma_1/(eR_s)\) is 0.0034 MV/cm, and the field of a single charge at the impurity spacing is about 0.025 MV/cm. Both are far below a rough breakdown field of 3 MV/cm. The combined field of several neighbouring charges can be larger, and the field very close to an impurity is not bounded by these estimates. The ratio of \(\gamma_1\) to a rough gap of 3.4 eV is 0.044. The height to compare with the gap is \(w\) itself, whose mean in the grid model is about \(2\gamma_1\), or 0.3 eV, and grows slowly as the cells shrink. This is about a tenth of the gap, so fluctuations of typical size do not bring the valence band to the Fermi level. Rare peaks reach about ten times \(\gamma_1\) in boxes a few \(R_s\) wide and are not bounded by these ratios.

\emph{Correlations.} For impurities equilibrated near 1300 K, a rough growth temperature, \(\lambda_i=5.3\) nm and Eq.~\eqref{eq:frozen} gives 0.058 eV. This is about 0.3 of the random-impurity result and is the largest correction considered. The coupling ratio \(QN^{1/3}/(kT_g)=0.18\) is below one, but \(\lambda_i\) is shorter than the impurity spacing \(N^{-1/3}=7.9\) nm, so the weak-coupling treatment is marginal and the value is only an estimate.

\subsection{Relation to devices and limits of the law}

The permittivity, mass, gap and breakdown field are roughly those of gallium nitride, in which silicon is a donor and carbon can compensate it, as in insulating buffer layers of power transistors. The doping is chosen for illustration, with nearly equal densities of donors and acceptors. A layer with a different balance of carbon and silicon must be judged separately. If acceptors are slightly in excess, the theorem applies with holes as carriers and \(n=N_A-N_D\), provided the holes have had time to reach equilibrium. This can be slow at room temperature when they sit on deep acceptors such as carbon. If they are greatly in excess, the density able to rearrange is no longer small compared with that of the charged impurities, and the law does not apply. Real layers also break the assumption of uniform doping: a drift of 0.5\% in \(N_A\) is as large as the whole of \(n\). Even a uniform rise of \(N_A\) by 0.1\% lowers \(n\) by 20\% and raises \(\gamma\) by 8\%. Partial ordering of the impurities during growth, if it occurs, would lower the amplitude below the random-impurity value; the 0.06 eV found above is only a rough estimate for complete equilibrium.

The law describes equilibrium. An applied field much larger than \(\gamma_1/(eR_s)\), here 0.0034 MV/cm, tilts the landscape by more than its own height over one screening length, a situation that the field-free equilibrium of Eq.~\eqref{eq:again} does not describe. A buffer under high voltage is therefore outside the theorem.

The formula also cannot be followed to \(n=0\). As \(n\) falls, \(R_s\) grows until it reaches the sample size \(L\). Setting \(R_s=L\) gives \(n=N^{1/2}/L^{3/2}\). Below this density the sample size takes over as the cutoff, and the amplitude is of order \(Q(NL)^{1/2}\). In a thick sample another limit can come first: where the peaks of \(w\) are high enough to raise the acceptor levels or the valence band to the Fermi level, these lose electrons and begin to screen. Acceptor levels inside the gap are reached before the band itself. At the opposite end, \(n\to N\) gives \(R_s\to N^{-1/3}\) and \(\gamma_1\to QN^{1/3}\). The fluctuation has then shrunk to the scale of neighbouring impurities, where the continuum description ends.

\section*{Calculated quantities}
\begin{verbatim}
RANDOM CHARGES (unit density, inner radius 0.5)
outer radius 2.0: charge variance/count 1.001, potential variance 18.72, formula 18.85
outer radius 4.0: charge variance/count 1.004, potential variance 44.10, formula 43.98
THREE-DIMENSIONAL GRID (48 per side, N = 1, two noise samples)
n 0.1000: R_s 4.64, rms w 0.2280, prefactor C 1.330
n 0.0500: R_s 7.37, rms w 0.2924, prefactor C 1.354
n 0.0250: R_s 11.70, rms w 0.3676, prefactor C 1.351
n 0.0125: R_s 18.57, rms w 0.4524, prefactor C 1.319
fitted exponent of n, 3D (law -0.333): -0.330
block charge variance ratio, n=0.05, side 2: 0.748
block charge variance ratio, n=0.05, side 16: 0.150
bare potential change, maximum: 0.1000
minorant change, maximum: 0.0998
ONE-DIMENSIONAL CHAIN (800000 sites)
mean w, N=1 n=0.15: 25.41
mean w, N=1 n=0.40: 1.324
mean w, N=3 n=0.40: 11.201
exponent of n, 1D (law -3): -3.012
exponent of N, 1D (law 2): 1.943
WORKED EXAMPLE
donors 1.000e+18 cm^-3, acceptors 9.950e+17 cm^-3
charged impurities N: 1.995e+18 cm^-3
screening carriers n: 5.000e+15 cm^-3
relative permittivity 9.0, mass ratio 0.2
e^2/(4 pi eps): 0.1600 eV nm
screening scale R_s: 430.5 nm = 0.431 um
gamma with C = 1: 0.1483 eV = 148.3 meV
gamma with C of lowest-n grid: 0.1956 eV
NEGLECTED EFFECTS
kT at 300 K: 0.0259 eV, kT/gamma 0.174
linear Debye length: 50.7 nm
linear-screening amplitude: 0.1276 eV, over kT 4.93
impurity-spacing energy: 0.0201 eV, over gamma 0.136
quantum well size: 10.10 nm, energy 0.0227 eV, over gamma 0.153
tunnelling exponent across R_s at height gamma: 760
field gamma/(e R_s): 0.00344 MV/cm
field at impurity spacing: 0.0254 MV/cm
breakdown field (rough input): 3.0 MV/cm
gap (rough input): 3.4 eV, gamma/gap 0.044
freezing temperature (rough input): 1300 K
ionic screening length: 5.28 nm, coupling 0.180
amplitude for equilibrated impurities: 0.0582 eV
\end{verbatim}
